# Korhonen's equation for a blocked line: cosine series and slowest transient

## Stress relaxation in a line blocked at both ends

### What dimensions and symmetry fix

A straight metal line occupies $0<x<L$ and carries a steady current. Atoms drift along it but cannot leave through either end, so stress builds up until it stops the drift. In Korhonen's model two constants govern this process: a stress diffusivity $\kappa$, with dimensions length$^2$/time, and a driving gradient $G$, with dimensions stress/length. If the line starts at uniform stress $\sigma_0$, the change of stress can depend on $x,t,L,\kappa$ and $G$ alone, so

$$\sigma(x,t)-\sigma_0=GL\,f\!\left(\frac{x}{L},\frac{\kappa t}{L^2}\right). \tag{1}$$

The constant $G$ is the only one that contains a unit of stress, so it cannot enter a time. Every relaxation time is therefore a pure number times $L^2/\kappa$, and the current sets the size of the stress but not the pace of its relaxation.

Symmetry restricts $f$ further. Viewing the line from its other end and exchanging tension with compression leaves the problem unchanged, as equations (5) and (6) will confirm. Hence $\sigma-\sigma_0$ is odd about the midpoint, and the stress at the midpoint never changes. The function $f$ and the pure number, which turns out to be $1/\pi^2$, require the solution itself.

### The equation and its end conditions

The algebra uses atomic units, so $e=1$, and $kT$ is an energy. Let $\sigma$ be the hydrostatic stress, positive in tension, $\Omega$ the atomic volume, $C\simeq1/\Omega$ the number of atoms per volume, and $D$ their effective diffusivity. Electrons drift towards $+x$ and push atoms the same way with a force

$$F=Z\rho j, \tag{2}$$

where $Z$ is the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the magnitude of the current density. The end $x=0$ is the cathode end.

Tension lowers the chemical potential of an atom to $\mu=\mu_0-\Omega\sigma$. The total force on an atom is $F-\partial\mu/\partial x=F+\Omega\,\partial\sigma/\partial x$. Multiplying by the mobility $D/kT$ and by $C=1/\Omega$ gives the atom flux

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right). \tag{3}$$

The surroundings confine the line, so adding atoms compresses it: $d\sigma=-B\,dC/C=-B\Omega\,dC$, with $B$ an effective modulus of line and surroundings. Conservation of atoms, $\partial C/\partial t=-\partial J/\partial x$, then gives

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}. \tag{4}$$

The two minus signs have cancelled. Inserting (3) and taking $\Omega$ out of the bracket yields Korhonen's equation,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT},\quad G=\frac{F}{\Omega}=\frac{Z\rho j}{\Omega}. \tag{5}$$

Here $\kappa$ and $G$ are taken as constant, which requires a uniform line, a uniform temperature and a diffusivity independent of stress. The constant $G$ then drops out of the differential equation, but it remains in the end conditions. A blocked end has $J=0$, so

$$\frac{\partial\sigma}{\partial x}=-G\qquad\text{at }x=0\text{ and }x=L. \tag{6}$$

The slope at a blocked end is thus not zero: a stress gradient must balance the electron wind there. The symmetry claimed above can now be checked. If $\delta(x,t)=\sigma-\sigma_0$ solves the problem, so does $-\delta(L-x,t)$. Its slope is $+\delta'(L-x,t)$, which again equals $-G$ at both ends, and it also starts from zero.

### Steady state and remainder

Integrating (5) over the line and using (6) gives

$$\frac{d}{dt}\int_0^L\sigma\,dx=\kappa\left[\frac{\partial\sigma}{\partial x}+G\right]_0^L=0, \tag{7}$$

so the mean stress $\bar\sigma$ keeps its initial value. In a steady state $J$ is uniform, and it vanishes at the ends, so it vanishes everywhere. The slope is then $-G$ throughout, and the conserved mean fixes the constant:

$$\sigma_\infty(x)=\bar\sigma+G\left(\frac L2-x\right). \tag{8}$$

The cathode end is in tension relative to the mean by $GL/2$, and the other end is in compression by the same amount.

Write $\sigma=\sigma_\infty+u$. Since $\sigma_\infty$ already has slope $-G$, the remainder obeys

$$\frac{\partial u}{\partial t}=\kappa\frac{\partial^2u}{\partial x^2},\qquad \frac{\partial u}{\partial x}=0\text{ at both ends},\qquad \int_0^Lu\,dx=0. \tag{9}$$

This problem has only one solution for a given start. The difference $w$ of two solutions starts from zero and satisfies the same equation and end conditions. Integration by parts gives

$$\frac{d}{dt}\int_0^Lw^2dx=2\kappa\int_0^Lw\,w''\,dx=-2\kappa\int_0^L(w')^2dx\le0, \tag{10}$$

because the end terms $ww'$ vanish. The integral of $w^2$ starts at zero, cannot grow and cannot be negative, so $w=0$.

### The cosine series

Try $u=X(x)\,\Theta(t)$ in (9) and divide by $\kappa X\Theta$:

$$\frac{1}{\kappa\Theta}\frac{d\Theta}{dt}=\frac{X''}{X}=-q^2. \tag{11}$$

The left side depends on $t$ alone and the middle on $x$ alone, so both equal a constant. That constant is not positive, because multiplying $X''=-q^2X$ by $X$ and integrating by parts gives $q^2\int X^2dx=\int (X')^2dx\ge0$. For $q>0$ the general solution is $X=a\cos qx+b\sin qx$. Zero slope at $x=0$ requires $b=0$, and zero slope at $x=L$ requires $\sin qL=0$, so $q=n\pi/L$ with $n=1,2,\dots$ For $q=0$ the solution is a constant, which the zero mean in (9) excludes. The time factor is $\exp(-\kappa q^2t)$, and therefore

$$u(x,t)=\sum_{n=1}^{\infty}a_n\cos\frac{n\pi x}{L}\;e^{-n^2t/\tau},\qquad \tau=\frac{L^2}{\pi^2\kappa}. \tag{12}$$

The cosines suffice for any reasonable start. Extending $u(x,0)$ as an even function to $-L<x<L$ and repeating it with period $2L$ gives a function whose ordinary Fourier series contains no sines. Since $\int_0^L\cos^2(n\pi x/L)\,dx=L/2$ and different cosines are orthogonal,

$$a_n=\frac2L\int_0^Lu(x,0)\cos\frac{n\pi x}{L}\,dx. \tag{13}$$

For a uniform start $\bar\sigma=\sigma_0$, and $u(x,0)=\sigma_0-\sigma_\infty=-G(L/2-x)$. Integration by parts gives

$$\int_0^L\!\left(\frac L2-x\right)\cos\frac{n\pi x}{L}dx=\left[\left(\frac L2-x\right)\frac{L}{n\pi}\sin\frac{n\pi x}{L}\right]_0^L+\frac{L}{n\pi}\int_0^L\!\sin\frac{n\pi x}{L}dx. \tag{14}$$

The bracket vanishes because the sine is zero at both ends. The last integral is $(L/n\pi)[1-(-1)^n]$. Multiplying by $-2G/L$,

$$a_n=-\frac{2GL}{n^2\pi^2}\left[1-(-1)^n\right]. \tag{15}$$

Even $n$ drop out, as the symmetry about the midpoint demands, and odd $n$ give $-4GL/(n^2\pi^2)$. The stress is

$$\sigma(x,t)=\sigma_0+G\left(\frac L2-x\right)-\frac{4GL}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{1}{n^2}\cos\frac{n\pi x}{L}\;e^{-n^2t/\tau}. \tag{16}$$

This has the form (1). At $t=0$ and $x=0$ the sum is $\sum_{\rm odd}n^{-2}=\pi^2/8$, so the last term is $-GL/2$ and cancels the second, as it must.

### Why $\tau$ is the slowest time

Define $\|u\|^2=\int_0^Lu^2dx$. Orthogonality turns (12) into

$$\|u(t)\|^2=\frac L2\sum_{n\ge1}a_n^2e^{-2n^2t/\tau}. \tag{17}$$

Every exponential is at most $e^{-2t/\tau}$, which gives an upper bound. Keeping the first term alone gives a lower bound:

$$\sqrt{\frac L2}\,|a_1|\,e^{-t/\tau}\le\|u(t)\|\le\|u(0)\|\,e^{-t/\tau}. \tag{18}$$

If $a_1\ne0$, the remainder is held between two multiples of $e^{-t/\tau}$. The slowest transient therefore decays by a factor $e$ in

$$\tau=\frac{L^2}{\pi^2\kappa}. \tag{19}$$

For a uniform start $a_1=-4GL/\pi^2$, which is nonzero whenever current flows. For another start $a_1$ can vanish, and the decay is then faster. An example is a start whose deviation from $\sigma_\infty$ is even about the midpoint. Odd modes are then absent, and the slowest mode that can survive is $n=2$, with time $\tau/4$.

The time $\tau$ is an e-folding time and not a time to completion. At the cathode end, once the higher modes have died out, (16) becomes

$$\sigma(0,t)-\sigma_0\simeq\frac{GL}{2}\left(1-\frac{8}{\pi^2}e^{-t/\tau}\right). \tag{20}$$

Reaching 99% of the final change requires $(8/\pi^2)e^{-t/\tau}=0.01$, or $t=\tau\ln(800/\pi^2)=4.395\,\tau$.

### Early times

The single exponential fails at the start because the uniform initial stress has zero slope while (6) demands slope $-G$. Many modes are needed to form the resulting boundary layer. Differentiating (16) at $x=0$ cancels the factor $1/n^2$:

$$\frac{\partial\sigma(0,t)}{\partial t}=\frac{4GL}{\pi^2\tau}\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}. \tag{21}$$

For $t\ll\tau$ the terms vary slowly with $n$. The odd integers are the midpoints of intervals of width 2, so the sum is close to half an integral:

$$\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}\simeq\frac12\int_0^\infty e^{-n^2t/\tau}dn=\frac14\sqrt{\frac{\pi\tau}{t}}. \tag{22}$$

The rate is then $(GL/\pi^2)\sqrt{\pi/(\tau t)}$. Integrating from zero with $\int_0^t t'^{-1/2}dt'=2\sqrt t$, and inserting $1/\sqrt\tau=\pi\sqrt\kappa/L$,

$$\sigma(0,t)-\sigma_0\simeq\frac{2GL}{\pi^2}\sqrt{\frac{\pi t}{\tau}}=2G\sqrt{\frac{\kappa t}{\pi}}. \tag{23}$$

The length has cancelled. At early times the cathode end responds as if the line had no other end. The length becomes noticeable there when the disturbance from the far end has spread across the whole line, at times comparable with $\tau$.

### When a void opens

The result (19) belongs to two blocked ends. Suppose the tension opens a small void at $x=0$. Its free surface holds the stress there near zero, if surface tension is neglected, while $x=L$ stays blocked. The new steady state is $-Gx$, and the remainder obeys $u=0$ at $x=0$ and $\partial u/\partial x=0$ at $x=L$. The first condition selects $\sin qx$, and the second requires $\cos qL=0$. The smallest root is $q=\pi/2L$, so the slowest time is

$$\tau_{\rm void}=\frac{1}{\kappa q^2}=\frac{4L^2}{\pi^2\kappa}=4\tau. \tag{24}$$

The void is assumed to stay short compared with $L$. Surface tension is not always negligible: for a void about 100 nm in radius it holds the surface at a tension of some tens of MPa. If that value stays constant, it shifts the steady stress but leaves the decay time (24) unchanged. It need not stay constant. The void grows as the line relaxes, in the example below by a volume equal to about 54 nm of the full cross-section, and the surface tension term falls as the radius grows. This lengthens the decay, modestly for a radius near 100 nm and strongly for smaller voids.

Whether a void opens depends on the largest tension in the line. The slope $p=\partial\sigma/\partial x$ obeys $p_t=\kappa p_{xx}$, starts at zero and equals $-G$ at the ends. By the maximum principle for diffusion it stays between $-G$ and $0$. Stress therefore never increases with $x$, and the largest tension is at the cathode end. There the sum in (16) is positive, so the tension stays below $\sigma_0+GL/2$. If a void needs a stress $\sigma_c$, the model predicts none when

$$jL<\frac{2\Omega(\sigma_c-\sigma_0)}{Z\rho}. \tag{25}$$

This rule assumes a uniform start, blocked ends and constant $\kappa$ and $G$. It concerns the opening of a void, not the growth of one already present, nor failure by extrusion at the compressed end. In a real line $\sigma_0$ includes thermal stress, and $\sigma_c$ varies along the interfaces, so a void can open away from the cathode end.

### A 20 µm line

Take $L=20\,000$ nm, $T=573$ K, $j=1$ MA/cm$^2$, $\rho=4\ \mu\Omega\,$cm, $Z=1$, $\Omega=0.0118$ nm$^3$, $B=20$ GPa and $\sigma_0=0$. The diffusivity is $D=D_0e^{-E/kT}$ with $D_0=10^{10}$ nm$^2$/s and $E=0.9$ eV. With $kT=0.04938$ eV this gives $D=121.4$ nm$^2$/s. The dimensionless ratio $B\Omega/kT$ is 29.83, so

$$\kappa=121.4\times29.83=3621\ \text{nm}^2/\text{s},\qquad \frac{L^2}{\kappa}=1.105\times10^5\ \text{s}. \tag{26}$$

Dividing by $\pi^2$ gives $\tau=1.119\times10^4$ s, or about 3.1 h. The wind force is $F=4\times10^{-7}$ eV/nm. Dividing by $\Omega$ gives $G=0.005431$ MPa/nm, and the final cathode-end stress is $GL/2=54.31$ MPa. The first mode has amplitude 44.02 MPa. The third has 4.891 MPa and decays nine times faster, in 1244 s.

The stress at the cathode end, in MPa, compares with its two limiting forms as follows.

| $t/\tau$ | series (16) | one mode (20) | root law (23) |
|---|---|---|---|
| 0.1 | 12.337 | 14.478 | 12.337 |
| 0.5 | 27.555 | 27.610 | 27.587 |
| 1 | 38.115 | 38.116 | 39.014 |
| 3 | 52.119 | 52.119 | 67.575 |

Near $\tau/2$ both limiting forms are good to about 0.2% of the series value, so together they cover the whole history. The 99% level is reached at $4.92\times10^4$ s.

The series was also compared with a simulation on 200 cells that moves atoms by the flux law (3) and stores them elastically, with no use of cosines. At five times from $0.05\tau$ to $3\tau$ the profiles differ by at most $6.1\times10^{-6}$ of $GL$. The simulated late decay times are 11 194 s for this line and 44 775 s for one twice as long with all else fixed, which is the factor of four required by (19).

### What the model leaves out

Tension may ease diffusion. A simple form is $D\to De^{\Omega\sigma/kT}$, whose strength along the line is measured by $s=\Omega GL/kT=0.162$. Put $\sigma=\sigma_\infty+u$ into the flux. Since $\partial\sigma_\infty/\partial x+G=0$, to first order in $u$ only the diffusivity of the steady state matters. For $\bar\sigma=0$, as in this example,

$$\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\,e^{s(1/2-x/L)}\frac{\partial u}{\partial x}\right]. \tag{27}$$

Reflection $x\to L-x$ changes $s$ to $-s$ and leaves the decay rates unaltered, so the rates contain no term linear in $s$. The computed change of the slowest rate is $-0.071\%$. A nonzero mean stress matters more, because it multiplies every rate by $e^{\Omega\bar\sigma/kT}$: a mean tension of 100 MPa would raise the rates by about 16%. For zero mean stress, the stress next to the cathode end changes by at most 0.14 MPa between $0.05\tau$ and $4\tau$; with a mean tension of 100 MPa the change reaches about 2.6 MPa.

Three other corrections are also small here. Joule heat from a line 200 nm high, flowing straight down through 500 nm of oxide with conductivity 1 W/(m K), warms the line by 0.4 K and raises $\kappa$ by 1.2%. The elastic strain at the ends is 0.0027, which supports the linear storage law. With a vacancy formation energy of 1.3 eV, vacancies store only about $10^{-10}$ as many atoms as elastic strain does.

The parameters are rough values in the regime of copper damascene interconnects under accelerated test, and none is meant to be far from typical. Diffusion barriers at the vias are what makes blocked ends a fair description of such lines. Two assumptions need particular care in practice. The first is a known diffusivity: it depends on interfaces and grain structure, and an error of 0.1 eV in $E$ at fixed $D_0$ changes $D$, and hence $\tau$, by a factor of 7.6 at 573 K. The second is that the line stays free of voids. If a void opened at 40 MPa, an assumed low threshold, the blocked solution would end at $1.26\times10^4$ s, soon after $\tau$. With an initial tension of 20 MPa instead of zero, it would end already at $0.26\,\tau$. Once the void is open, the slowest time is $4\tau$ if the stress at its surface stays constant. At a service temperature of 378 K, with $L$, $B$, $\Omega$, $D_0$ and $E$ unchanged, $\tau$ grows from hours to about 2.8 years. That figure is more sensitive still to $E$, because $kT$ is smaller. It also ignores thermal stress. Cooling a confined copper line by about 200 K from a stress-free state can leave a tension of order 100 MPa or more, which would exceed the threshold assumed above and, through the factor $e^{\Omega\bar\sigma/kT}$, raise the rates by tens of percent. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Temperature: 573 K
Line length L: 20000 nm
Current density j: 1 MA/cm2
Resistivity: 4 microohm cm
Effective charge number, magnitude: 1
Atomic volume: 0.0118 nm3
Effective modulus B: 20 GPa
Diffusivity prefactor: 1e+10 nm2/s
Activation energy: 0.9 eV
Thermal energy kT: 0.04938 eV
Diffusivity D: 121.4 nm2/s
Wind force F: 4e-07 eV/nm
B*Omega/kT: 29.83
Stress diffusivity kappa: 3621 nm2/s
Stress gradient G: 0.005431 MPa/nm
Slowest time tau: 1.119e+04 s
Slowest time tau, converted: 3.109 h
L^2/kappa: 1.105e+05 s
Steady cathode-end stress GL/2: 54.31 MPa
Mode 1 amplitude: 44.02 MPa
Mode 1 decay time: 1.119e+04 s
Mode 3 amplitude: 4.891 MPa
Mode 3 decay time: 1244 s
Mode 5 amplitude: 1.761 MPa
Mode 5 decay time: 447.7 s
End stress at 0.1 tau (MPa): series 12.337, one mode 14.478, root law 12.337
End stress at 0.5 tau (MPa): series 27.555, one mode 27.610, root law 27.587
End stress at 1.0 tau (MPa): series 38.115, one mode 38.116, root law 39.014
End stress at 2.0 tau (MPa): series 48.353, one mode 48.353, root law 55.175
End stress at 3.0 tau (MPa): series 52.119, one mode 52.119, root law 67.575
Time to 99% of steady end stress: 4.92e+04 s
Same time over tau: 4.395
Largest profile error over GL: 6.1e-06
Simulated decay time, length L: 11194 s
Simulated decay time, length 2L: 44775 s
Simulated even-start time over tau: 0.25
Voided over sealed slowest time: 4
Omega*G*L/kT: 0.162
Late rate change, stress-dependent D: -0.071 %
Largest end-stress change, same cause: 0.14 MPa
Joule heating, no lateral spreading: 0.4 K
Kappa change from heating: 1.2 %
Elastic strain at end: 0.0027
Vacancy over elastic storage: 1.1e-10
Assumed low void threshold: 40 MPa
Time to reach that threshold: 1.258e+04 s
D factor for 0.1 eV error: 7.58
Service temperature: 378 K
Tau at service temperature: 2.84 years
```
